# Discrete-ordinates sweeps for thin-film conduction, with grazing angles resolved

In a metal film whose thickness is one thousandth of the electron mean free path, with fully diffuse surfaces, 64 equally wide bands in the direction cosine give a conductivity 25% too small. This happens even though every ray is solved without spatial error. With the same number of directions placed in panels that shrink towards grazing incidence, the relative error is about $2\times10^{-8}$. The loss comes from a narrow range of directions that carries much of the current.

## The equation to be solved

The film occupies $0<z<d$, with a weak field $E$ along $x$. Electrons are free, with spherical energy surfaces, and scatter elastically. Atomic units are used in the algebra, so $\mathbf v=\mathbf k$, the electron charge is $-1$ and the force is $-E$. The steady Boltzmann equation is

$$v_z\frac{\partial f}{\partial z}-E\frac{\partial f}{\partial k_x}=C[f].$$

Write $f=f_0+(-f_0')\varphi$, where $f_0'=df_0/d\varepsilon$. To first order in $E$ the field acts on $f_0$ alone, and $\partial f_0/\partial k_x=v_xf_0'$. The field term is therefore $Ev_x(-f_0')$. If collisions relax $\varphi$ at rate $1/\tau$, division by $-f_0'$ gives

$$v_z\frac{\partial\varphi}{\partial z}+\frac{\varphi}{\tau}=-Ev_x .$$

In bulk, $\varphi=-E\tau v_x$. The current carries the charge $-1$, so

$$j=-\frac1{4\pi^3}\int d^3k\,v_x(-f_0')\varphi=\frac{E\tau}{4\pi^3}\,\frac{4\pi}{3}\int_0^\infty k^4(-f_0')\,dk .$$

Since $f_0'=k^{-1}df_0/dk$, integration by parts turns the last integral into $3\int k^2f_0\,dk$. What remains is the density $n$ times $E\tau$, hence $\sigma_0=n\tau$.

**What relaxation leaves out.** Let the probability of scattering between unit directions $\Omega'$ and $\Omega$ be $(1+3g\,\Omega\cdot\Omega')/4\pi$, at total rate $1/\tau_0$. The mean scattering cosine is $g$, and positivity requires $|g|\le1/3$. With $\xi=\cos\theta=v_z/v$ and azimuth $\alpha$, set

$$\varphi=-E\tau v\sin\theta\cos\alpha\;h(z,\xi).$$

Electrons scattered into $\Omega$ contribute the angular average of $\varphi$ over the kernel. The isotropic part vanishes because $\int\cos\alpha'\,d\alpha'=0$. In the other part, $\Omega\cdot\Omega'=\xi\xi'+\sin\theta\sin\theta'\cos(\alpha-\alpha')$, and $\int\cos\alpha'\cos(\alpha-\alpha')d\alpha'=\pi\cos\alpha$. The gain therefore has the same form as $\varphi$, with $h$ replaced by $gJ$, where

$$J(z)=\frac34\int_{-1}^{1}(1-\xi^2)h(z,\xi)\,d\xi .$$

This $J$ is also the local current density divided by its bulk value, because the same weight appears in the current and $\frac34\int(1-\xi^2)d\xi=1$.

Now insert $\varphi$ into $v_z\partial_z\varphi+Ev_x=-(\varphi-\text{gain})/\tau_0$ and divide by $-Ev\sin\theta\cos\alpha$:

$$v\tau\,\xi\,\partial_zh-1=-\frac{\tau}{\tau_0}(h-gJ).$$

The bulk solution $h=J=1$ requires $\tau_0=(1-g)\tau$. Multiplying by $\tau_0/\tau$ and defining $\lambda=v\tau$ and $\lambda_0=(1-g)\lambda$ gives

$$\lambda_0\xi\,\partial_zh+h=q,\qquad q=(1-g)+gJ.$$

For isotropic scattering $g=0$ and $q=1$: the relaxation form is then exact within this linear model. At temperatures far below the Fermi temperature, $\lambda$ is taken at the Fermi energy.

**Surfaces.** A fraction $p$ of the electrons is reflected specularly and keeps $v_x$ and $|v_z|$. The rest leaves isotropically and has no $\cos\alpha$ component. With $\mu=|\xi|$,

$$h(0,+\mu)=p\,h(0,-\mu),\qquad h(d,-\mu)=p\,h(d,+\mu).$$

## The Fuchs-Sondheimer reference

Let $g=0$, $\kappa=d/\lambda$ and $t=e^{-\kappa/\mu}$. An upward ray obeys $h=1-Ae^{-z/\lambda\mu}$, and the downward ray is its mirror image. The surface condition reads $1-A=p(1-At)$, so $A=(1-p)/(1-pt)$. The thickness average of $e^{-z/\lambda\mu}$ is $(\mu/\kappa)(1-t)$. The two directions contribute equally, and the film conductivity divided by $\sigma_0$ is

$$S=1-\frac{3(1-p)}{2\kappa}\int_0^1(\mu-\mu^3)\frac{1-t}{1-pt}\,d\mu .$$

For a thick film $t$ is negligible, and $\int(\mu-\mu^3)d\mu=1/4$ gives $S\approx1-3(1-p)/(8\kappa)$.

The thin diffuse limit, $p=0$ and $\kappa\ll1$, needs more care. Define $F(\kappa)=\int_0^1(\mu-\mu^3)(1-e^{-\kappa/\mu})d\mu$. Two derivatives give

$$F''=-\int_0^1\left(\frac1\mu-\mu\right)e^{-\kappa/\mu}d\mu .$$

With $x=\kappa/\mu$, the first term is $\int_\kappa^\infty e^{-x}dx/x=-\ln\kappa-\gamma$ plus terms that vanish with $\kappa$, where $\gamma$ is Euler's constant. The second tends to $1/2$. Thus $F''\approx\ln\kappa+\gamma+\frac12$. Integrating twice with $F'(0)=2/3$ and $F(0)=0$ yields

$$F\approx\frac{2\kappa}{3}+\frac{\kappa^2}{2}(\ln\kappa+\gamma-1),\qquad S\approx\frac{3\kappa}{4}\left(\ln\frac1\kappa+1-\gamma\right).$$

At $\kappa=0.001$ this formula gives 0.0054979, against 0.0054984 from the full integral.

## Cells and sweeps

Divide the film into $N$ cells of width $\Delta z$, with $q$ constant in each. Integrate the equation over a cell along the direction of travel and divide by $\Delta z$:

$$\frac{h_{\rm out}-h_{\rm in}}{a}+h_{\rm mean}=q,\qquad a=\frac{\Delta z}{\lambda_0\mu}.$$

This balance has two unknowns, so a closure is needed. Write $h_{\rm mean}=q+(h_{\rm in}-q)s$. The balance then gives

$$h_{\rm out}=q+(h_{\rm in}-q)r,\qquad r=1-as.$$

Three choices of $s$ are useful:

- Step (first-order upwind) sets $h_{\rm mean}=h_{\rm out}$. Then $s=1-as$, so $s=1/(1+a)$.
- Diamond sets $h_{\rm mean}=(h_{\rm in}+h_{\rm out})/2$. Then $s=1-as/2$, so $s=1/(1+a/2)$.
- Characteristic averages the exponential solution, so $s=(1-e^{-a})/a$. It has no spatial error when $q$ is uniform.

Information enters each cell from the side the electron comes from, so every update is explicit once the cells are visited in that order.

```
input kappa, p, g, N, directions mu[m], weights w[m] on (0,1)
a[m] = kappa / ((1-g) N mu[m]);  s[m] from closure;  r = 1 - a s
J[i] = 1;  leave[m] = 0
repeat
    q[i] = (1-g) + g J[i];  Jnew[i] = 0
    h = p leave                      # enters at z = 0
    for i = 1..N:   visit(i)
    h = p h                          # reflected at z = d
    for i = N..1:   visit(i)
    change = max(|Jnew - J|, |h - leave|)
    J = Jnew;  leave = h
until change < tolerance
S = mean(J)

visit(i):
    Jnew[i] += sum_m 0.75 w (1-mu^2) (q[i] + (h-q[i]) s)
    h = q[i] + (h-q[i]) r
```

For $M$ values of $\mu$, one pass costs $2NM$ ray updates. Storage grows as $N+M$, because the angular distribution inside the film need not be kept.

## Spatial error

For $g=0$ let $w=1-h$ be the deficit. The balance becomes $w_{\rm mean}=(w_{\rm in}-w_{\rm out})/a$. Averaged over the $N$ cells, the interior terms cancel. Since $Na=\kappa/\mu$,

$$\bar w=\frac{\mu}{\kappa}\,w_0(1-T_N),\qquad T_N=r^N .$$

The surface condition is the earlier one with $T_N$ in place of $t$. The whole spatial error is therefore the replacement of $t$ by $T_N$ in the Fuchs-Sondheimer integral.

For the step scheme put $x=\kappa/\mu$. Then $\ln T_N=-N\ln(1+x/N)=-x+x^2/2N+\dots$, so $T_N-t\approx tx^2/2N$. The derivative of $(1-t)/(1-pt)$ with respect to $t$ is $-(1-p)/(1-pt)^2$. This minus sign cancels the one in front of the integral, and $x^2=\kappa^2/\mu^2$ leaves

$$S_N-S\approx\frac cN,\qquad c=\frac{3\kappa(1-p)^2}{4}\int_0^1\frac{(1-\mu^2)\,t}{\mu(1-pt)^2}\,d\mu .$$

The error is positive: numerical smearing makes the surfaces look slightly less harmful. For the tin film below, the predicted $c$ is 0.00861, and 320 cells give an error times $N$ of 0.00864. Combining 80 and 160 cells as $2S_{160}-S_{80}$ removes the $1/N$ term and leaves an error of $-8\times10^{-7}$ in $S$.

Grazing rays are harmless here. A large $x$ makes both $t$ and $T_N$ negligible, and the balance supplies the correct average even when one cell is many decay lengths wide. With 20 cells, $\kappa=2.44$ and $p=0$, the step error in the ray average is $6\times10^{-16}$ at $\mu=0.01$, but 0.0045 at $\mu=0.9$.

A thin diffuse film needs more step cells for the same relative accuracy, but the number stays bounded as $\kappa\to0$. For $p=0$, $c=-(3\kappa/4)F''\approx(3\kappa/4)(\ln(1/\kappa)-\gamma-\frac12)$. Dividing by the thin-film $S$ shows that the leading relative error is below $1/N$ and tends slowly to it. It is $0.80/N$ at $\kappa=0.001$, against $0.02/N$ at $\kappa=2.44$, so 0.1% accuracy takes about 800 step cells instead of about 20.

For the diamond scheme, $\ln r=-a-a^3/12-\dots$, hence $T_N-t\approx-tx^3/12N^2$. This leading error is second order and negative. In a thick film $t$ is tiny, and grazing rays with $r$ near $-1$ can outweigh this term. In the tin film the error falls from $-3.3\times10^{-6}$ at 40 cells to $-8.3\times10^{-7}$ at 80, a factor of 3.9.

## Angular error

Average a diffuse ray over the thickness: $\bar h=1-(\mu/\kappa)(1-e^{-\kappa/\mu})$. For $\mu\gg\kappa$ this is close to $\kappa/2\mu$, because the electron crosses the film long before it would scatter. For $\mu\ll\kappa$ it approaches 1, because most such electrons scatter in the interior before they reach a surface. The $1/\mu$ tail produces the logarithm in $S$, and the region $\mu\sim\kappa$ cuts it off.

At $\kappa=0.01$ and $p=0$, directions with $\mu<1/64$, within 0.9° of the film plane, carry 31% of the current. In bulk they carry 2.3%.

For $\kappa\ll1$, the sign of the equal-band error follows from curvature. With $y=\mu/\kappa$, $d^2\bar h/dy^2=e^{-1/y}/y^3>0$. The midpoint value of a convex function lies below its mean over the band, and the factor $1-\mu^2$ is nearly constant where $\bar h$ changes fastest. At $\kappa=0.001$ the first of 64 midpoints lies at $\mu=1/128$, nearly $8\kappa$, so the region where $\bar h$ rises to 1 is never sampled.

Gauss-Legendre nodes on $(0,1)$ crowd towards the ends with spacing proportional to $M^{-2}$. They should therefore begin to fail when $M^2\kappa$ falls to order one. With $M=64$, the relative error is $7\times10^{-6}$ at $\kappa=0.01$ and $9\times10^{-4}$ at $\kappa=0.001$.

The graded set uses panel edges $0,4^{-7},4^{-6},\dots,1$ with eight Gauss nodes in each panel. On a panel $[b/4,b]$ the ray average depends only on $\mu/b$ and $\kappa/b$. It changes on the scale of $\mu$ itself, so no panel has to resolve a feature much narrower than its own width. The smallest edge should lie below $\kappa$, and the number of panels grows only as $\log(1/\kappa)$. The relative error stays near $2\times10^{-8}$ for both films.

With these directions and the characteristic closure, sweeps were compared with adaptive quadrature of the Fuchs-Sondheimer integral for $\kappa=0.01,0.1,1,10$ and $p=0,0.3,0.9$. The largest relative difference was $1.5\times10^{-8}$.

## Stability and failure modes

**Iteration.** In the step and characteristic schemes $0\le r,s\le1$, so each new $h$ is a weighted mean of $q$ and the incoming value. An error in $J$ enters $q$ multiplied by $g$, and an error in the reflected ray is multiplied by $p$. If the discrete weights reproduce the bulk current, the largest error therefore shrinks at least by $\max(|g|,p)$ per pass. For $g=0$ the factor for each ray is $p^2T_N^2$. A very thin film with $p=0.9$ has a factor near 0.81 and needs about 130 passes for twelve decades. A small change between passes is then not yet an equally small error: for a contraction factor $\rho$, the remaining error can be $\rho/(1-\rho)$ times the last change.

**Overshoot.** The diamond factor $r$ is negative for $a>2$. Take $\kappa=2.44$, $N=20$, $\mu=0.01$ and $p=0$, so that $a=12.2$ and $r=-0.72$. The deficit in the second cell is $rs=-0.72/7.1=-0.10$. Averaged with the nearly relaxed opposite ray, it gives a local current 1.05 times the bulk value. The film average remains accurate, but the wall profile for such rays does not. The step scheme avoids this overshoot.

**Wrong averaging.** Suppose the step scheme is used, but the current is averaged by the trapezoidal rule over cell edges. The mean deficit then gains $(w_0-w_N)/2N$. For grazing rays this is $w_0/2N$, and the cancellation found above is lost. The average must be the one in the cell balance.

**Anisotropic scattering.** For $g\ne0$, $q$ varies with $z$, so the characteristic scheme also acquires a spatial error. An independent reference exists for $p=0$. Integrating along each ray from its surface and then over angle gives

$$J(z)=\int_0^dK(|z-z'|)\,[(1-g)+gJ(z')]\,dz',\quad K(u)=\frac{3}{4\lambda_0}\int_0^1\frac{1-\mu^2}{\mu}e^{-u/\lambda_0\mu}d\mu .$$

For $g=0.3$ and $\kappa=2.44$, this equation on 400 cells gives $S=0.85866$, with a discretisation error of about one unit in the last digit, and the sweeps give 0.85865.

## A 10 nm tin film

Take white tin at 300 K with rough inputs: valence density $1.5\times10^{23}$ cm⁻³ and bulk resistivity $\rho_0=11$ µΩ cm. The specular fraction $p=0.3$ is assumed. In atomic units $\rho_0=1/n\tau$ and $\lambda=k_F\tau$, so $\rho_0\lambda=k_F/n$ with $k_F=(3\pi^2n)^{1/3}$. This gives a Fermi energy of 10.3 eV and $\lambda=4.09$ nm. Then

$$\kappa=\frac{10}{4.09}=2.44,\qquad S=0.894,\qquad \rho=\frac{11}{0.894}=12.3\ \text{µΩ cm}.$$

The sheet resistance is 12.3 Ω per square. The thick-film formula gives $S\approx1-0.375\times0.7/2.443=0.893$, so this film is already close to that limit. The current density is 0.70 of bulk in the 0.25 nm next to a wall and 0.95 at the centre. Ten step cells give $S$ to about 0.1%, far better than the physical inputs deserve.

With the free-electron mean free path, the surfaces raise the resistivity by 12%. Polycrystalline films also have grain boundaries, which the model omits. In the Mayadas-Shatzkes picture, the scattering rate is multiplied by $1+\beta/|c|$, where $c$ is the cosine to the current and $\beta=(\lambda/D)R/(1-R)$. With grain size $D=10$ nm and assumed reflection $R=0.3$, the bulk conductivity is multiplied by $3\int_0^1c^3/(c+\beta)\,dc$. Its resistivity rises by 25%, twice the surface effect. At a thickness of 1 µm the same surface model adds only about 0.1%. A 10 nm tin film may break into islands, and then a continuous-film model does not apply.

Other omissions were sized one at a time, with the remaining settings fixed:

- Tetragonal anisotropy, represented by rough bulk values of 10 and 14 µΩ cm at fixed $\rho_0\lambda$, gives 11.3 and 15.3 µΩ cm.
- Halving the free-electron Fermi area doubles $\lambda$ at fixed $\rho_0$ and gives 13.7 µΩ cm. This case is probably nearer to real tin: anomalous-skin-effect data suggest $\rho_0\lambda$ near $1.05\times10^{-15}$ Ω m², against the free-electron $4.5\times10^{-16}$ Ω m², which would give about 14.2 µΩ cm, a surface rise near 29%.
- Scattering with $g=0.3$ at fixed $\rho_0$ lowers the result by 0.5%.
- At 400 K, with $\rho_0$ proportional to temperature, the film has about 16 µΩ cm. The surface contribution hardly changes, because in the thick limit it is $3(1-p)\rho_0\lambda/8d$, and $\rho_0\lambda$ is fixed.
- Replacing the angular integral by a sum over the 52 subbands changes the conductivity per electron by $-0.2\%$. The largest subband spacing, 0.39 eV, is comparable with the lifetime broadening of 0.31 eV. The sum omits that broadening and any quantum treatment of rough surfaces, so it is a size estimate rather than a correction.
- At 1 MA/cm² the field supplies $5\times10^{-6}$ eV over a mean free path. This is far below the thermal energy of 0.026 eV and supports the linear treatment. Thermal smearing is also small, with $k_BT/E_F=0.0025$.

Within the classical model, the choice of directions matters most for cleaner or colder films with $\kappa\ll1$. The model itself then requires many subbands below $\mu=\kappa$, that is $\kappa k_Fd/\pi\gg1$. A 10 nm film with the same $k_F$, diffuse surfaces and $\kappa=0.001$ fails this condition: its lowest subband lies at $\mu=0.019$, and the subband sum gives a conductivity about 45% below the classical integral. In the room-temperature tin film above, the main uncertainties are the grains, the electronic structure and the assumed $p$, not the sweeps. Changing $p$ from 0 to 1 alone moves the film resistivity from 12.9 to 11.0 µΩ cm. The full convergence data are in the numerical output.

## Computed values

```
Tin film: rough inputs, free-electron model
valence density: 1.5e+23 cm^-3
bulk resistivity: 11 uOhm cm
thickness: 10 nm
specular fraction p: 0.3
Fermi energy: 10.29 eV
mean free path: 4.093 nm
kappa: 2.4434
FS conductivity ratio: 0.894012
film resistivity: 12.304 uOhm cm
sheet resistance: 12.304 Ohm/square
worst relative sweep-FS difference, 12 cases: 1.5e-08
step, 10 cells: S = 0.89497011, error = 9.584e-04
step, 20 cells: S = 0.89446777, error = 4.560e-04
step, 40 cells: S = 0.89423349, error = 2.218e-04
step, 80 cells: S = 0.89412099, error = 1.092e-04
step, 160 cells: S = 0.89406595, error = 5.421e-05
step, 320 cells: S = 0.89403874, error = 2.700e-05
predicted step error times cells: 0.008606
measured step error times cells, 320 cells: 0.00864
error extrapolated from 80 and 160 cells: -8.29e-07
diamond spatial error, 40 cells: -3.27e-06
diamond spatial error, 80 cells: -8.28e-07
step ray error, mu=0.01, 20 cells, p=0: 5.6e-16
step ray error, mu=0.9, 20 cells, p=0: 0.00449
largest diamond J/J_bulk, ray mu=0.01: 1.05
J/J_bulk in wall cell (0.25 nm wide): 0.69762
J/J_bulk at film centre: 0.9547
Grazing test, p=0, 64 values of mu
kappa=0.01, equal bands: relative error -4.56e-02
kappa=0.01, half-range Gauss: relative error 6.66e-06
kappa=0.01, graded panels: relative error -1.49e-08
kappa=0.001, equal bands: relative error -2.47e-01
kappa=0.001, half-range Gauss: relative error 9.28e-04
kappa=0.001, graded panels: relative error -2.05e-08
FS ratio, kappa=0.001, p=0: 0.0054984
thin-film formula, same case: 0.0054979
current share mu<1/64, kappa=0.01, p=0: 31.12 %
current share mu<1/64, bulk: 2.344 %
g=0.3, p=0: sweep S: 0.85865
g=0.3, p=0: integral-equation S: 0.858661
Neglected effects, each estimated separately
film resistivity with g=0.3: 12.241 uOhm cm
grain-boundary rise of bulk resistivity (R=0.3): 25.3 %
film resistivity if bulk is 10 uOhm cm: 11.31 uOhm cm
film resistivity if bulk is 14 uOhm cm: 15.28 uOhm cm
film resistivity with half the Fermi area: 13.7 uOhm cm
subbands kF d/pi: 52.32
subband-sum change of conductivity per electron: -0.171 %
largest subband spacing at Fermi energy: 0.393 eV
lifetime broadening hbar/tau: 0.306 eV
film resistivity at 400 K: 15.95 uOhm cm
kT/EF at 300 K: 0.00251
field energy over mean free path at 1 MA/cm2: 5.04e-06 eV
```
